# Choosing Thermal or Rate-Equation Level Populations for Tin-Ion Spectra

In a six-level model of a tin ion at an electron temperature of 30 eV and an electron density of $10^{19}$ cm$^{-3}$, Boltzmann statistics put 13.1% of the ions in doubly excited configurations. The balance of collisions and radiation puts 0.82% there, sixteen times fewer. Levels, weights and temperature are the same in both calculations. The difference lies in one setting: how a list of computed levels is populated before a spectrum is made from it.

The thermal choice weights each level by $g_i e^{-E_i/T}$, with $g_i$ its statistical weight, $E_i$ its energy and $T$ the electron temperature in energy units. The rate-equation choice, called collisional-radiative, finds the populations from transition rates. This guide derives the second, and the condition under which it reduces to the first.

## What the rate-equation setting solves

Let $n_i$ be the fraction of ions of one charge state in level $i$. The rate from $j$ to $i$ is

$$R_{ij}=n_e q_{ij}+A_{ij},$$

where $n_e$ is the electron density, $q_{ij}$ the collisional rate coefficient and $A_{ij}$ the spontaneous radiative rate, which is zero for upward transitions. The first index is the destination. Ionization, recombination and absorption of light are left out for now. Gain minus loss gives

$$\frac{dn_i}{dt}=\sum_{j\ne i}R_{ij}n_j-n_i\sum_{j\ne i}R_{ji}=\sum_j M_{ij}n_j ,$$

so $M_{ij}=R_{ij}$ off the diagonal and $M_{jj}=-\sum_{i\ne j}R_{ij}$. Each column of $M$ sums to zero, because an ion leaving one level arrives in another. The steady equations $Mn=0$ are therefore dependent: any one is minus the sum of the others. The missing information is the normalization $\sum_i n_i=1$.

**One solution, and a positive one.** Suppose every level can be reached from every other through some chain of transitions. Since $\det M=0$, a real vector $x\neq0$ with $Mx=0$ exists. Write $L_i=\sum_{j\ne i}R_{ji}$ for the loss rate. Then $L_ix_i=\sum_{j\ne i}R_{ij}x_j$, and the triangle inequality gives

$$L_i|x_i|\le\sum_{j\ne i}R_{ij}|x_j| .$$

Summed over $i$, both sides equal $\sum_jL_j|x_j|$. Hence equality holds in every row, and $|x|$ also solves the steady equations. If $|x_i|$ were zero, every level feeding $i$ would have to be empty, then every level feeding those, until $x=0$. So no entry vanishes. Two independent solutions could be combined to make one entry zero, which has just been excluded. The solution is unique up to a factor, and normalization makes it positive.

**Imposing normalization.** Replace any one row of $M$ by ones and the matching zero on the right by 1. To see that the new matrix is nonsingular, let it send $x$ to zero. The unreplaced rows give $(Mx)_i=0$. The column sums give $\sum_i(Mx)_i=0$, so the replaced row of $Mx$ vanishes too. Thus $x$ is a multiple of the positive solution, but the row of ones demands $\sum_i x_i=0$, so the multiple is zero. Dividing $M$ by its largest rate before the replacement leaves the solution unchanged and brings its largest entries near the size of the ones. Apart from the ones, the column of a level that loses ions very slowly remains small.

If the network falls into parts without links, each part has its own steady state and the division between parts is undetermined. A level list with missing collision data can fail in this way.

## Why collisions lead to Boltzmann ratios

For a lower level $l$ and an upper level $u$ separated by $\Delta E$, microscopic reversibility relates the cross sections:

$$g_l\,\varepsilon\,\sigma_\uparrow(\varepsilon)=g_u(\varepsilon-\Delta E)\,\sigma_\downarrow(\varepsilon-\Delta E),$$

where $\varepsilon$ is the electron energy before excitation. For a Maxwellian, speed times energy distribution is

$$vF=\sqrt{\frac{8}{\pi m}}\,T^{-3/2}\,\varepsilon e^{-\varepsilon/T},$$

with $m$ the electron mass. Insert the reversibility relation into $q_\uparrow=\int_{\Delta E}^{\infty}vF\sigma_\uparrow d\varepsilon$ and set $\varepsilon=\varepsilon'+\Delta E$. The factor $e^{-\Delta E/T}$ comes out, and the remaining integral is $q_\downarrow$:

$$q_\uparrow=\frac{g_u}{g_l}e^{-\Delta E/T}q_\downarrow .$$

Let $b_i$ be the normalized Boltzmann fractions. Then $q_\uparrow b_l=q_\downarrow b_u$: upward and downward collisions cancel on every link separately.

This rests on the Maxwellian. With radiation removed and 1% of the electrons moved to a 300 eV Maxwellian, the example below gives a singly excited to ground ratio 9% above its 30 eV Boltzmann value, and a doubly excited to ground ratio 19% above.

## The condition that justifies the thermal setting

"Collisions dominate radiation" must be read link by link. Define $y_i=n_i/b_i$; Boltzmann ratios hold when all $y_i$ are equal. Assume that the collisional links alone connect all $N$ levels, and that every radiative decay from $j$ to $i$ obeys

$$A_{ij}\le\epsilon\, n_e q_{ij}.$$

Sort the levels by decreasing $y$ and cut the list into an upper set $S$ and the rest. In steady state the flows across the cut balance. With $W_{ij}=n_eq_{ij}b_j$, which is symmetric by detailed balance, the flow out of $S$ is at least $\sum W_{ij}y_j$, with $j$ in $S$ and $i$ outside. The flow into $S$ is at most $(1+\epsilon)\sum W_{ij}y_i$. Therefore

$$\sum_{j\in S,\;i\notin S}W_{ij}\left[y_j-(1+\epsilon)y_i\right]\le0 .$$

At least one link with $W_{ij}>0$ must have $y_j\le(1+\epsilon)y_i$. The smallest $y$ in $S$ is no larger than this $y_j$, and the largest outside is no smaller than this $y_i$. So neighbours in the sorted list differ by at most a factor $1+\epsilon$. There are $N-1$ cuts, hence

$$\frac{\max y}{\min y}\le(1+\epsilon)^{N-1}.$$

The bound is reached by a chain with links between nearest neighbours alone and $A=\epsilon n_eq_\downarrow$ on each, since zero net flow then gives $y_{k+1}=y_k/(1+\epsilon)$. The condition is sufficient, not necessary, and the bound can lie far above the actual departure.

**Approach to the limit.** Write $M=n_eQ+\mathcal A$, where $Q$ and $\mathcal A$ are the collisional and radiative matrices with their diagonals, and try $n=b+d/n_e+O(n_e^{-2})$. Then

$$Mn=n_eQb+(Qd+\mathcal Ab)+O(n_e^{-1}).$$

The first term vanishes by detailed balance, and the second fixes $d$ through $Qd=-\mathcal Ab$. This is solvable: $\mathcal Ab$ sums to zero, and $Q$, having a single null vector, reaches every zero-sum vector. Normalization adds $\sum_id_i=0$. At leading order the departure from Boltzmann falls as $1/n_e$.

## The density at which a dipole line changes regime

Let $s$ be the squared matrix element of position, summed over the states of both levels. The absorption oscillator strength is $f=2m\omega s/(3\hbar g_l)$, and the decay rate is $A=\omega^3e^2s/(3\pi\varepsilon_0\hbar c^3g_u)$. Eliminate $s$, then use $e^2=4\pi\varepsilon_0\alpha\hbar c$ and $\omega=\Delta E/\hbar$:

$$A=\frac{2\alpha\,\Delta E^2}{\hbar mc^2}\frac{g_l}{g_u}f .$$

For collisions the model takes the Van Regemorter form,

$$\sigma_\uparrow=\frac{8\pi}{\sqrt3}\frac{\mathrm{Ry}^2}{\Delta E\,\varepsilon}fG\,\pi a_0^2,\qquad G=0.2+\frac{\sqrt3}{2\pi}\ln\frac{\varepsilon}{\Delta E},$$

with Ry the Rydberg energy and $a_0$ the Bohr radius. The threshold value 0.2 is a model choice, and the results depend strongly on it. For transitions in ions that keep the principal quantum number, as in the tin example below, values near 0.7 are often used. With 0.7, the sixteenfold deficit of doubly excited ions at $10^{19}$ cm$^{-3}$ would be about fourfold, and the thermal setting would overstate the 92 eV emission 2.2 times instead of 4.6 times. In the Maxwellian average set $\varepsilon=\Delta E+Tt$ and $x=\Delta E/T$. Integration by parts gives

$$\int_0^\infty e^{-t}\ln\left(1+\frac tx\right)dt=\int_0^\infty\frac{e^{-t}}{x+t}dt=e^xE_1(x),$$

where $E_1$ is the exponential integral. The averaged Gaunt factor is thus $P=0.2+(\sqrt3/2\pi)e^xE_1(x)$. Detailed balance turns $q_\uparrow$ into

$$q_\downarrow=\sqrt{\frac{8}{\pi mT}}\;\frac{8\pi^2a_0^2}{\sqrt3}\frac{\mathrm{Ry}^2}{\Delta E}\frac{g_l}{g_u}fP .$$

Let $n_c=A/q_\downarrow$ be the density at which the two decay rates are equal. The factor $fg_l/g_u$ cancels. With $m=\hbar^2/(2a_0^2\mathrm{Ry})$ under the root and $mc^2=2\mathrm{Ry}/\alpha^2$,

$$n_c=\frac{\sqrt3\,\alpha^3}{32\pi^{3/2}a_0^3P}\left(\frac{\Delta E}{\mathrm{Ry}}\right)^3\left(\frac T{\mathrm{Ry}}\right)^{1/2}.$$

Within this approximation, a strong line is no easier to thermalize than a weak one of the same energy, because strength speeds both processes equally. At 30 eV, $n_c$ is $3.0$, $4.3$ and $6.0\times10^{19}$ cm$^{-3}$ for 82, 92 and 102 eV.

## A tin-ion ladder

The model ion has ground configuration 4d$^4$. Singly excited states are 4d$^3$4f and 4p$^5$4d$^5$; doubly excited ones are 4d$^2$4f$^2$, 4p$^5$4d$^4$4f and 4p$^4$4d$^6$. Counting the ways to fill the orbitals gives weights 210, 3192 and 24885. Each set is split 2:5 into two levels 10 eV apart, and successive sets lie 92 eV apart. Each level stands for many real ones, assumed statistically populated inside it.

Dipole links join neighbouring sets, with $f=4.5$ for 92 eV steps and $f=0.5$ for 82 and 102 eV. Inside a set, $\sigma_\downarrow=0.5\,\pi a_0^2\mathrm{Ry}/\varepsilon$, whose average is $q_\downarrow=0.5\,\pi a_0^2\mathrm{Ry}\sqrt{8/(\pi mT)}=7.31\times10^{-9}$ cm$^3$/s. Radiation inside a set is neglected. Energies and strengths are round model inputs.

Solving the six equations with one row replaced gives these fractions:

| Level | $E$ (eV) | $g$ | Boltzmann | $10^{19}$ cm$^{-3}$ | $10^{21}$ cm$^{-3}$ |
|---|---|---|---|---|---|
| 0 | 0 | 60 | 0.182 | 0.315 | 0.187 |
| 1 | 10 | 150 | 0.327 | 0.559 | 0.335 |
| 2 | 92 | 912 | 0.129 | 0.0434 | 0.127 |
| 3 | 102 | 2280 | 0.231 | 0.0748 | 0.227 |
| 4 | 184 | 7110 | 0.0469 | 0.0031 | 0.0443 |
| 5 | 194 | 17775 | 0.0840 | 0.0051 | 0.0792 |

The balance of level 2 at $10^{19}$ cm$^{-3}$ shows what the solver does. In units of $10^9$ s$^{-1}$ per ion, the gains from levels 0, 1, 3, 4 and 5 are

$$5.61+1.78+5.47+0.80+0.07=13.7 .$$

The loss rates to the same levels, in $10^{11}$ s$^{-1}$, are $1.339$, $0.320$, $1.310$, $0.178$ and $0.013$. Their sum, $3.16\times10^{11}$ s$^{-1}$, times the population 0.0434 is again $13.7\times10^9$ s$^{-1}$.

**Why the second excitation suffers more.** Remove the weak 82 and 102 eV links. Every remaining link between sets then has the same $A/(n_eq_\downarrow)=n_c/n_e$, and all flows cancel link by link if

$$y_k=y_0\left(1+\frac{n_c}{n_e}\right)^{-k},$$

where $k$ counts excitations. At $10^{19}$ cm$^{-3}$, $n_c/n_e=4.32$, so the factors are $1/5.32=0.188$ and $0.188^2=0.035$. The full model gives 0.195 for level 2 and 0.038 for level 4, relative to level 0. The deficit is compounded once per excitation. Relative to level 0 it is a factor of 26 for level 4 and 28 for level 5. Since level 0 itself holds 1.73 times its Boltzmann fraction, the doubly excited fraction falls by the factor of sixteen quoted at the start.

The weak links also remove exact cancellation. At $10^{19}$ cm$^{-3}$ collisions carry a net $3.3\times10^8$ ions per second, per ion, from level 0 to level 1. Since level 0 is steady, the same current returns to it through the excited levels. Such a circulating flow cannot occur in equilibrium.

At $10^{21}$ cm$^{-3}$ the ratios $y_2/y_0$ and $y_4/y_0$ are 0.960 and 0.921; the first-order expansion gives 0.959 and 0.918. The largest spread of $y$ is 1.087, while the bound with $\epsilon=0.060$ allows 1.34. At $10^{19}$ cm$^{-3}$ the spread is 28 and the bound is about 17,000, too loose to serve as an estimate.

**A misleading measure of dominance.** Keep $n_e=10^{19}$ cm$^{-3}$ and multiply the collision rates inside each set by $10^5$. Every level now loses ions by collisions more than a thousand times faster than by radiation. Levels 0 and 1 reach their Boltzmann ratio, but $y_2/y_0$ is still 0.19. In this ladder, where both levels of a set decay at similar rates, fast mixing inside a set does almost nothing to offset decay between sets.

## What the choice does to the spectrum

The 92 eV photons, at 13.5 nm, come from levels 2 and 3 with $A=1.087\times10^{11}$ s$^{-1}$ and from levels 4 and 5 with $A=2.120\times10^{11}$ s$^{-1}$. At $10^{19}$ cm$^{-3}$ the emission per ion is

$$1.087\times10^{11}(0.1182)+2.120\times10^{11}(0.0082)=1.46\times10^{10}\ \mathrm{s^{-1}},$$

with 12% from doubly excited ions. Boltzmann fractions in the same sum give $6.7\times10^{10}$ s$^{-1}$, 4.6 times too much for this model, with 41% from doubly excited ions. At $10^{21}$ cm$^{-3}$ the rate equations give $6.5\times10^{10}$ s$^{-1}$ and 40%, so the thermal choice is about 3% high. These are emission rates before any reabsorption, with ionization left out.

## How far the numbers carry to a real source

Laser-produced tin plasmas for 13.5 nm light have temperatures of roughly tens of eV. The two densities lie near the critical densities of 10.6 and 1.064 µm lasers, $0.99\times10^{19}$ and $0.98\times10^{21}$ cm$^{-3}$. A real source contains several charge states, far more levels, and gradients. It can also break the assumption that light escapes freely. Take ten electrons per ion, a 100 µm path, a flat 7 eV band into which the total $f=5$ of all lines is lumped for simplicity, and all ions in the lower state. The optical depth at $10^{19}$ cm$^{-3}$ is then $\tau=0.78$. Multiplying every $A$ by the path-averaged transmission $(1-e^{-\tau})/\tau=0.69$ raises $y_2/y_0$ from 0.195 to 0.26. At $10^{21}$ cm$^{-3}$ and 10 µm, the same estimate gives $\tau=7.8$ and $y_2/y_0=0.995$ instead of 0.960; it overstates absorption somewhat, since it ignores stimulated emission and since the 12% of ions that are doubly excited there have no upward line in this model.

Trapping helps collisions by slowing the net decay. Light whose spectrum is thermal at $T$ goes further and drives the levels to Boltzmann ratios by itself. With $\nu$ photons per mode, downward and upward radiative rates are $A(1+\nu)$ and $A(g_u/g_l)\nu$. A Planck field has $\nu/(1+\nu)=e^{-\Delta E/T}$, which is detailed balance again, at any electron density.

Ionization limits the use of a single charge state. A Lotz estimate takes the cross section $4\times4.5\times10^{-14}\ln(\varepsilon/B)/(\varepsilon B)$ cm$^2$, with energies in eV and $B$ the threshold. The model limit of 230 eV and the four active electrons are rough; a Hartree-Fock estimate for the real 4d$^4$ ion gives about 209 eV. Levels 0 to 3 take $B=230-E_i$. Removing one electron from a doubly excited configuration leaves the next ion singly excited, so levels 4 and 5 take $B\approx230+92-E_i$, that is 138 and 128 eV, close to the 135 eV that Hartree-Fock gives for the 4f electron of 4p$^5$4d$^4$4f. At $10^{19}$ cm$^{-3}$ the mean ionization time is then 17 ns, against 7 ps for the slowest relaxation of the levels, found from the eigenvalues of $M$. At $10^{21}$ cm$^{-3}$ the times are 50 and 0.28 ps, and the 16 eV lowering estimated at the end of this guide would shorten the first to about 23 ps. Direct ionization from these six levels is thus slow compared with their relaxation. Ionization through higher levels and autoionization are not in this estimate and can shorten the time.

With this ionization added and recombination left out, the doubly excited share of the ions still in this charge state stays near 0.8% at $10^{19}$ cm$^{-3}$ and near 12% at $10^{21}$ cm$^{-3}$. A mean time can still hide a faster loss from high levels. If levels 4 and 5 ionized with thresholds of only $230-E_i$, 46 and 36 eV, the mean time at $10^{19}$ cm$^{-3}$ would be 1.4 ns, still long against 7 ps, yet their share would fall from 0.8% to 0.6%; at $10^{21}$ cm$^{-3}$ it would fall from 12% to 5%.

## Choosing the setting

1. For each radiating link, compute $A/(n_eq_\downarrow)$ with the actual rates. For dipole lines, $n_c/n_e$ is a first estimate.
2. If the largest value is $\epsilon\ll1$, the thermal setting errs in population ratios by at most $(1+\epsilon)^{N-1}-1$, provided the electrons are Maxwellian, the collisional network is connected, and absorption of light, ionization and recombination are negligible for every level. Light hotter than the electrons can break this limit: in the tin model at $10^{21}$ cm$^{-3}$, a Planck field at 100 eV raises the spread of $y$ to 2.25, where the bound allows 1.34. For a ladder like this one, $k\,n_c/n_e$ is a closer estimate for $k$ excitations.
3. If any link has a ratio near or above 1, the bound gives no useful assurance. Use rate equations, unless trapped radiation is known to be thermal at the electron temperature. The thermal setting may still turn out accurate if that link is weak and stronger collisional links connect the same levels.
4. Add ionization and recombination unless, for every group of levels that matters, they are slow compared with the transitions linking that group to the others. A long mean ionization time is not enough.

Agreement within 1% across all six levels needs $8.5\times10^{21}$ cm$^{-3}$ in this model, close to $200\,n_c$ as expected for two excitations. That figure should not be used as a design density. An ion-sphere estimate, in which ten electrons uniformly fill the volume per ion, lowers the ionization limit by 16 eV at $10^{21}$ cm$^{-3}$. The shift grows as $n_e^{1/3}$, reaching about 33 eV, so the model limit of 230 eV falls to some 197 eV, and the more realistic 209 eV to some 176 eV, below both doubly excited levels at 184 and 194 eV. Doubly excited levels above the limit can autoionize, which the model leaves out. The isolated-ion, single-charge-state description thus becomes doubtful by the density where its populations become thermal to 1%. With a threshold Gaunt factor of 0.7, that point comes at $3.0\times10^{21}$ cm$^{-3}$, where the lowering is about 23 eV and the 209 eV limit falls to about 186 eV, still below the highest level.
